# Wigner-Seitz truncated exchange for k-point sampled insulators

## The problem

An electron in an insulator carries an exchange hole that decays exponentially with distance. The exchange energy is the Coulomb interaction of the electron with this hole, so it should be insensitive to anything far away. In a plane-wave calculation, however, the same energy is a sum over pairs of k-points with the factor \(4\pi/|\mathbf k-\mathbf k'+\mathbf G|^2\), which diverges when \(\mathbf k=\mathbf k'\) and \(\mathbf G=0\). Setting the divergent term to zero leaves an error that falls only as the inverse linear size of the k-mesh.

The remedy is to cut the Coulomb interaction at the Wigner-Seitz (WS) cell of the supercell that the k-mesh represents. This note derives the kernel, its error and its limits of use.

Hartree atomic units are used. Energies are per primitive cell and per spin channel. The system is an insulator with \(n_b\) filled bands per spin.

## Exchange as a hole integral

Let \(\gamma(\mathbf r,\mathbf r')\) be the density matrix of one spin channel. The exchange energy per cell is

\[
E=-\frac12\int_{\rm cell}\!d\mathbf r\int d\mathbf r'\,\frac{|\gamma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}
=-\frac12\int d\mathbf d\,\frac{C(\mathbf d)}{|\mathbf d|},
\qquad
C(\mathbf d)=\int_{\rm cell}\!d\mathbf r\,|\gamma(\mathbf r,\mathbf r+\mathbf d)|^2 .
\]

Since \(\gamma\) is a projector, \(\int d\mathbf r'|\gamma(\mathbf r,\mathbf r')|^2=\gamma(\mathbf r,\mathbf r)\), and therefore \(\int C\,d\mathbf d=n_b\).

Now take a uniform mesh of \(N=N_1N_2N_3\) k-points. Its supercell has lattice vectors \(\mathbf L=\sum_i s_i\mathbf L_i\) with integer \(s_i\), where \(\mathbf L_i=N_i\mathbf a_i\), and volume \(\Omega=Nv\), with \(v\) the primitive-cell volume. Write \(a=(n,\mathbf k)\) for an occupied orbital normalized to one in the primitive cell. The sampled density matrix is

\[
\gamma_N(\mathbf r,\mathbf r')=\frac1N\sum_a\psi_a(\mathbf r)\psi_a^*(\mathbf r')
=\sum_{\mathbf L}\gamma(\mathbf r,\mathbf r'+\mathbf L)
\]

for a mesh containing \(\Gamma\). To obtain the second form, note that replacing \(\mathbf r'\) by \(\mathbf r'+\mathbf L\) multiplies the contribution of each \(\mathbf k\) to \(\gamma\) by \(e^{-i\mathbf k\cdot\mathbf L}\). The sum of these phases over all \(\mathbf L\) vanishes except at the mesh points, where it turns the Brillouin-zone average into the discrete average over the mesh. A shifted mesh adds phases of modulus one, which do not affect the bounds below.

Define \(C_N\) from \(\gamma_N\) as \(C\) was defined from \(\gamma\). Expand the pair densities as

\[
\psi_a\psi_b^*=\frac1v\sum_{\mathbf G}f_{ab}(\mathbf G)e^{i\mathbf Q\cdot\mathbf r},\qquad \mathbf Q=\mathbf k_a-\mathbf k_b+\mathbf G .
\]

Then

\[
C_N(\mathbf d)=\frac1{N^2}\sum_{ab}\int_{\rm cell}\!d\mathbf r\,(\psi_a\psi_b^*)(\mathbf r)\,(\psi_a\psi_b^*)^*(\mathbf r+\mathbf d).
\]

The two expansions supply \(1/v^2\). Integration over the cell makes their \(\mathbf G\) vectors equal and supplies one factor \(v\). Hence

\[
C_N(\mathbf d)=\frac1{N^2v}\sum_{ab\mathbf G}|f_{ab}(\mathbf G)|^2e^{-i\mathbf Q\cdot\mathbf d}
=\frac1\Omega\sum_{\mathbf Q}W(\mathbf Q)e^{-i\mathbf Q\cdot\mathbf d},
\]

where \(W(\mathbf Q)=N^{-1}\sum|f_{ab}(\mathbf G)|^2\) runs over the terms with that \(\mathbf Q\). Orthonormality gives \(W(0)=n_b\).

The hole \(C_N\) is periodic in the supercell. One copy of it should interact with the electron, so \(\mathbf d\) is restricted to the WS cell, the set of points closer to the origin than to any other \(\mathbf L\):

\[
E_N=-\frac12\int_{\rm WS}\frac{C_N(\mathbf d)}{|\mathbf d|}d\mathbf d
=-\frac1{2\Omega}\sum_{\mathbf Q}W(\mathbf Q)K(\mathbf Q),\qquad
K(\mathbf Q)=\int_{\rm WS}\frac{e^{-i\mathbf Q\cdot\mathbf r}}{r}d\mathbf r .
\]

\(K(0)\) is finite and needs no separate correction. At fixed supercell shape it scales as the square of the linear size \(L\), while \(\Omega\) scales as \(L^3\). Omitting this term would thus cost \(n_bK(0)/2\Omega\propto1/L\). The slow error mentioned at the start has the same scaling but a different coefficient, because the bare kernel also differs from \(K\) at \(\mathbf Q\ne0\): for a cubic supercell the two errors are about \(1.19\,n_b/L\) and \(1.42\,n_b/L\) at large \(L\).

## Why the error is exponential

Assume \(|\gamma(\mathbf r,\mathbf r+\mathbf d)|\le A e^{-\varphi(\mathbf d)}\), where \(\varphi\) is a norm. Isotropic decay means \(\varphi=\kappa|\mathbf d|\); a general norm allows the hole to be longer in some directions. The error separates into

\[
E_N-E=-\frac12\int_{\rm WS}\frac{C_N-C}{|\mathbf d|}d\mathbf d+\frac12\int_{\rm outside}\frac{C}{|\mathbf d|}d\mathbf d .
\]

Let \(m=2\min\varphi(\mathbf b)\) over points \(\mathbf b\) on the WS boundary. Three kinds of term occur.

1. **Lost tail.** A point \(\mathbf d\) outside the cell lies on a ray that crosses the boundary at \(\mathbf b=s\mathbf d\) with \(s\le1\). Hence \(\varphi(\mathbf d)=\varphi(\mathbf b)/s\ge m/2\), and \(C(\mathbf d)\) is at most of order \(e^{-m}\).
2. **Tails of image holes.** \(C_N\) contains \(C(\mathbf d+\mathbf L)\) with \(\mathbf L\ne0\). For \(\mathbf d\) inside the cell, \(\mathbf d+\mathbf L\) is outside it, and the same bound applies.
3. **Cross terms.** Squaring the folded sum also gives products of \(\gamma\) at \(\mathbf d+\mathbf L\) and \(\mathbf d+\mathbf L'\). The triangle inequality gives \(\varphi(\mathbf d+\mathbf L)+\varphi(\mathbf d+\mathbf L')\ge\varphi(\mathbf L-\mathbf L')\). The midpoint of any nonzero lattice vector is equidistant from its two ends, so it is not interior to the WS cell. By the argument of item 1, \(\varphi(\mathbf L-\mathbf L')\ge m\).

When the supercell grows at fixed shape, the exponents of more distant images grow linearly with their distance, so the image sums converge. The integrations contribute powers of \(L\). Therefore

\[
|E_N-E|\le \text{(power of }L)\times e^{-m},\qquad m=2\min_{\mathbf b\in\partial{\rm WS}}\varphi(\mathbf b).
\]

For isotropic decay \(m=2\kappa R_{\rm in}=\kappa L_{\min}\), where \(R_{\rm in}\) is the inscribed radius and \(L_{\min}\) the shortest nonzero supercell vector. The argument holds for any cell shape, but a short direction still limits the accuracy. It fails for a metal at zero temperature, whose density matrix decays algebraically.

## Building the kernel

A direct FFT of \(1/r\) meets the singularity at the origin. Split it as

\[
\frac1r=\frac{\operatorname{erfc}(\alpha r)}r+\frac{\operatorname{erf}(\alpha r)}r .
\]

**Short-range part.** If \(\operatorname{erfc}(\alpha r)\) is negligible at the WS boundary, its integral can be extended to all space. The angular integration followed by integration by parts gives

\[
\frac{4\pi}{Q}\int_0^\infty\!\operatorname{erfc}(\alpha r)\sin(Qr)\,dr
=\frac{4\pi}{Q^2}\left[1-\frac{2\alpha}{\sqrt\pi}\int_0^\infty\!e^{-\alpha^2r^2}\cos(Qr)\,dr\right].
\]

The 1 is the boundary term at \(r=0\). The remaining integral is \((\sqrt\pi/2\alpha)e^{-Q^2/4\alpha^2}\), so

\[
K_{\rm s}(Q)=\frac{4\pi}{Q^2}\left(1-e^{-Q^2/4\alpha^2}\right),\qquad K_{\rm s}(0)=\frac{\pi}{\alpha^2}.
\]

Since \(\operatorname{erfc}(x)\le e^{-x^2}\) for \(x\ge0\), extending the integral changes \(K\) by at most

\[
4\pi\int_{R_{\rm in}}^\infty r e^{-\alpha^2r^2}dr=\frac{2\pi}{\alpha^2}e^{-\alpha^2R_{\rm in}^2}.
\]

**Long-range part.** The function \(\operatorname{erf}(\alpha r)/r\) is smooth at the origin, where it equals \(2\alpha/\sqrt\pi\). Sample it on the supercell grid, with \(r\) the distance to the nearest periodic image of the origin, and apply an FFT with weight \(\Omega/M\), where \(M\) is the number of grid points. The minimum-image distance is what imposes the WS cell.

**Choice of \(\alpha\).** In free space the long-range part has the transform \(4\pi e^{-Q^2/4\alpha^2}/Q^2\). Let \(G_{\max}\) be the radius of the largest sphere inside the FFT frequency box. If the grid has \(M_i\) points along \(\mathbf L_i\), then \(G_{\max}=\min_i\pi M_i/|\mathbf L_i|\). Equating the exponents of the two errors gives

\[
\alpha^2R_{\rm in}^2=\frac{G_{\max}^2}{4\alpha^2}
\quad\Longrightarrow\quad
\alpha^2=\frac{G_{\max}}{2R_{\rm in}},
\]

and both exponents become \(G_{\max}R_{\rm in}/2\).

## The kink at the boundary

The minimum-image function is continuous at the WS boundary, but its slope jumps there. Its FFT therefore has an error of order \(h^2\), with \(h\) the grid spacing. The energy suffers much less. By the discrete Fourier identity, the long-range energy is \(-\tfrac12\) times a trapezoidal sum of \(C_N(\mathbf r)\operatorname{erf}(\alpha r)/r\), provided the grid holds all significant pair-density components.

Consider a rectangular supercell whose faces lie on grid planes. For a periodic function with a slope jump \(J\) at a grid point, the Euler-Maclaurin formula gives

\[
\text{sum}-\text{integral}=-\frac{h^2}{12}J+O(h^4).
\]

At a face a distance \(R_i\) from the origin, the outward slope of \(1/r\) is \(-R_i/r^3\). It changes sign across the face, so \(J=2R_iC_N/r^3\). Multiplying by \(-\tfrac12\) and integrating over one face of each opposite pair gives, to leading order in \(h\),

\[
\Delta E_{\rm grid}\simeq\frac{h^2}{12}\sum_{i=1}^3R_i\int_{{\rm face}\,i}\frac{C_N}{r^3}\,dS .
\]

The hole on the boundary is at most of order \(e^{-m}\), so this error also vanishes exponentially with supercell size at fixed \(h\).

## Pseudocode

```
input: primitive vectors a_i, mesh N_i, FFT grid n_i for pair densities

L_i   = N_i a_i;   M_i = N_i n_i
Rin   = half the shortest nonzero supercell vector
Gmax  = min_i( pi M_i / |L_i| )
alpha = sqrt( Gmax / (2 Rin) )

for each supercell grid point:
    f_i = fractional coordinates wrapped to [-1/2, 1/2)
    r   = min over integer shifts s of | sum_i (f_i + s_i) L_i |
    g   = erf(alpha r)/r        (2 alpha/sqrt(pi) at r = 0)
K = (Omega/M) FFT[g]
for each Q:
    K(Q) += -4 pi expm1(-Q^2/(4 alpha^2))/Q^2   (pi/alpha^2 at Q = 0)

for occupied pairs a, b:
    f_ab(G) = v * (coefficient of exp(i (k_a - k_b + G).r) in psi_a psi_b*)
              with v = Omega/N, so that f_aa(0) = 1
    E -= sum_G K(k_a - k_b + G) |f_ab(G)|^2 / (2 N Omega)
```

A finite search range can be derived. After wrapping, \(|\mathbf r|\le\rho=\tfrac12\sum_i|\mathbf L_i|\), and a nearer image must also lie within \(\rho\). With \(\mathbf B_i\cdot\mathbf L_j=2\pi\delta_{ij}\), its fractional coordinate obeys \(|f_i+s_i|\le\rho|\mathbf B_i|/2\pi\). It is thus sufficient to search \(|s_i|\le\tfrac12+\rho|\mathbf B_i|/2\pi\). In a rectangular cell with orthogonal \(\mathbf L_i\), wrapping alone gives the minimum image.

The same kernel gives the exchange operator. Let \(w(\mathbf r)\) be the inverse of the minimum-image distance, so that \(K(\mathbf Q)\) is its transform over one supercell. Inserting the pair expansion into \(-\int\gamma_N(\mathbf r,\mathbf r')w(\mathbf r-\mathbf r')\psi_b(\mathbf r')d\mathbf r'\) over one supercell yields

\[
(X\psi_b)(\mathbf r)=-\frac1\Omega\sum_a\psi_a(\mathbf r)\sum_{\mathbf G}K(\mathbf Q)f_{ba}(\mathbf G)e^{i\mathbf Q\cdot\mathbf r},\qquad \mathbf Q=\mathbf k_b-\mathbf k_a+\mathbf G .
\]

## Cost and numerical stability

The kernel takes one FFT of \(M\) points, with cost \(O(M\log M)\) and storage \(O(M)\), plus the image search. It depends on the lattice, mesh and grid, but not on the orbitals, so it can be kept through a self-consistent calculation at fixed geometry. The exchange sum needs about \((Nn_b)^2\) pair FFTs on the primitive grid, as it would with another tabulated kernel.

The function `expm1` avoids the cancellation in \(1-e^{-x}\) at small \(x\). If \(G_{\max}R_{\rm in}/2\) is too small for the desired accuracy, no choice of \(\alpha\) makes both splitting errors small; for a given supercell the grid must be refined.

In a skew cell, omission of the image search gives a different kernel. Take supercell vectors \((0,1,1)\), \((1,0,1)\), \((1,1,0)\) bohr, whose WS cell is a rhombic dodecahedron. Quadrature along rays from the origin to the WS boundary gives \(K(0)=3.8216\) bohr². The minimum-image FFT on \(48^3\) points gives 3.8214 bohr², while wrapping without a search gives 3.639 bohr², about 5% too low. The sign follows because a distance that is not minimal makes \(1/r\) too small.

## Spherical cutoffs

A sphere of radius \(R\) has the analytic kernel

\[
K_{\rm sph}(Q)=\frac{4\pi}{Q}\int_0^R\sin(Qr)\,dr=\frac{4\pi}{Q^2}(1-\cos QR),\qquad K_{\rm sph}(0)=2\pi R^2 .
\]

One choice gives the sphere the supercell volume. For a supercell \(L\times L\times AL\) this means \(R=(3A/4\pi)^{1/3}L\). The sphere extends beyond the WS cell in the short directions and admits parts of the image holes there. When \(A>4\pi/3\approx4.19\), \(R\) exceeds \(L\), and the centres of the nearest images are inside.

At \(A=8\), \(R=1.241L\). The sphere then contains the four image centres at distance \(L\), but not those at \(\sqrt2L\). Each hole integrates to \(n_b\), so for one band the leading spurious energy at large \(L\) is

\[
\Delta E\simeq-\frac12\,\frac4L=-\frac2L .
\]

Exponential convergence has been lost.

The other choice is the inscribed sphere, \(R=R_{\rm in}\). It admits no image centre and also converges exponentially. For isotropic decay its exponent is the same as that of the WS cutoff. It cuts the hole at \(R_{\rm in}\) in every direction, however, so the tail it loses depends on \(R_{\rm in}\) alone. Once another direction fixes \(R_{\rm in}\), lengthening the supercell along the direction where the hole is long does not shrink that tail. Its energy differs from the WS energy by

\[
E_{\rm ins}-E_{\rm WS}=+\frac12\int_{{\rm WS}\setminus{\rm sphere}}\frac{C_N}{r}\,d\mathbf r\ge0 .
\]

## Worked example

The model crystal has a cubic lattice with \(a=6\) bohr and the potential \(-\sum_iv_i\cos(2\pi x_i/a)\), with \(v_x=v_y=0.40\) and \(v_z=0.20\) hartree. The lowest band is filled, so \(n_b=1\). Diagonalization in 17 plane waves per axis gives a band gap of 0.140 hartree.

The potential is separable, and the density matrix is a product of one factor per axis. Each factor decays as \(e^{-\kappa_i|d_i|}\), apart from a power of \(|d_i|\), where \(\kappa_i\) is the imaginary part of the complex wave number at which the two lowest one-dimensional bands meet. Locating these points numerically gives \(\kappa_x=0.3545\) and \(\kappa_z=0.1867\) bohr⁻¹. Thus \(\varphi=\kappa_x(|d_x|+|d_y|)+\kappa_z|d_z|\), and for a rectangular supercell \(m=\min_i\kappa_iL_i\).

The hole is about twice as long along \(z\), which suggests meshes \(n\times n\times2n\). With \(L=na\), the candidate exponents are \(0.3545L\) from \(x,y\) and \(2(0.1867)L=0.3734L\) from \(z\), so \(m=0.3545L\).

The infinite-crystal energy can be found without the FFT kernel. Substituting \(1/r=(2/\sqrt\pi)\int_0^\infty e^{-t^2r^2}dt\) factorizes the hole integral:

\[
E=-\frac1{\sqrt\pi}\int_0^\infty dt\prod_{i=1}^3\int du\,C_i(u)e^{-t^2u^2}.
\]

Numerical quadrature with 40 k-points per axis gives \(E=-0.258848\) hartree, or \(-7.0436\) eV. The errors below are relative to this limit, in hartree, with 12 FFT points per primitive cell and axis.

| \(n\) | WS | equal-volume sphere | inscribed sphere |
|---|---|---|---|
| 2 | −1.8e−3 | −7.2e−3 | −7.7e−4 |
| 4 | −2.0e−5 | −1.5e−4 | +9.2e−6 |
| 6 | −2.4e−7 | −2.2e−5 | +1.2e−6 |
| 8 | −3.0e−9 | −8.3e−7 | +8.9e−8 |

Between \(n=4\) and \(n=8\), \(L\) grows by 24 bohr. The WS errors give the rate

\[
\frac{\ln(2.04\times10^{-5}/3.04\times10^{-9})}{24}=0.367\ \text{bohr}^{-1},
\]

about 4% above the predicted 0.3545 bohr⁻¹. A prefactor \(L^{-p}\) would add \(p\ln2/24=0.029p\) bohr⁻¹, so an excess of this size is compatible with an algebraic prefactor. Two sizes do not determine \(p\), particularly since the \(z\) direction contributes with a nearby exponent. The table lists even \(n\) only. For odd \(n\) the WS error is positive, \(+1.1\times10^{-4}\), \(+1.6\times10^{-6}\) and \(+2.1\times10^{-8}\) hartree at \(n=3,5,7\), so a rate should be taken between meshes of the same parity.

The inscribed sphere is more accurate than the WS cell at \(n=2\) and \(n=4\). The positive difference derived above partly cancels the negative WS error at \(n=2\) and exceeds it by about 45% at \(n=4\), so the better accuracy there comes from a cancellation of errors. At \(n=8\) that difference dominates, and the inscribed-sphere error is about 29 times the WS error. The equal-volume error is then about 270 times the WS error.

For the elongated meshes \(n\times n\times8n\), the smallest exponent is still \(\kappa_xL\):

| \(n\) | WS | equal-volume sphere | \(-2/L\) |
|---|---|---|---|
| 2 | −1.5e−3 | −0.171 | −0.167 |
| 4 | −1.7e−5 | −0.0834 | −0.0833 |
| 6 | −2.1e−7 | −0.0555 | −0.0556 |

The WS errors remain close to those of the shorter supercells. The equal-volume sphere follows the image-charge law, and at \(n=6\) its error is still 21% of the exchange energy.

Two figures show the size of the construction errors. For the \(4\times4\times8\) mesh, \(h=0.5\) bohr, \(G_{\max}=\pi/h=6.28\) bohr⁻¹ and \(R_{\rm in}=12\) bohr, so \(\alpha=\sqrt{6.28/24}=0.512\) bohr⁻¹. Multiplying \(\alpha\) by 0.8 or 1.25 changes the energy by no more than double-precision rounding error, about \(10^{-16}\) hartree. For the \(2\times2\times4\) mesh, the difference between the FFT energy and the quadrature energy of the same WS-truncated problem is \(1.10\times10^{-6}\) hartree at \(h=a/12\) and \(2.74\times10^{-7}\) hartree at \(h=a/24\). The ratio is 4.0, as the \(h^2\) law requires, and the coarser value is already far below the k-mesh error of \(1.8\times10^{-3}\) hartree.

## Failure modes

- **Metals and small gaps.** Algebraic decay of \(\gamma\) removes the exponential bound. In an insulator with small \(\kappa\), the bound becomes useful only when \(\kappa L_{\min}\) is well above one.
- **A neglected direction.** The exponent is set by the weakest direction. Adding k-points along the others cannot reduce that contribution.
- **A mesh that does not match the hole.** For a rectangular supercell and the separable decay used here, similar values of \(\kappa_iL_i\) avoid spending k-points on directions that no longer limit the error.
- **A wrong image distance.** In skew cells, fractional wrapping without the image search does not produce the WS cell.
- **A second singularity correction.** \(K(0)\) already contains the finite \(\mathbf Q=0\) contribution. Adding another correction counts it twice.
